\section*{Current-Induced Spin Density in a Weakly Split Rashba Gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two displaced Fermi circles and their net spin}

\subsection{Why the spin density needs a careful sum}

An electric current in a layer with Rashba spin-orbit coupling carries a spin density with it. If the layer touches a magnet, that spin density can exert a torque on the magnetization, so an estimate of the torque begins with an estimate of the spin. Two easy estimates go wrong. The first takes the spin of one current-carrying band as the answer. The Rashba gas has two bands with opposite spin textures, and their contributions nearly cancel: in the example worked below, with the same relaxation time in both bands, one band alone gives about ten times the net spin density in magnitude. The second estimate includes both bands but gives them the same relaxation time. For weak, scalar, short-range impurities, which do not act on the spin, this yields half the correct value, although it gives nearly the correct electrical current.

Both errors have the same origin. The net spin is a small difference between two large terms, and any effect that distinguishes the bands at first order in the Rashba coefficient enters the result at leading order. The difference in Fermi radii is one such effect. A difference in relaxation times is another. The spin density linear in the electric field and in the Rashba coefficient therefore has no unique prefactor until the relaxation model has been stated. The common-time model is treated first, because it shows the cancellation in its simplest form.

\subsection{Bands and spin directions}

Atomic units are used in the algebra: $\hbar$, the free-electron mass and the elementary charge equal one, and the electron has charge $-1$. The gas is two-dimensional, with effective mass $m$ and Hamiltonian
\begin{equation}
H=\frac{k_x^2+k_y^2}{2m}+\alpha\,(k_x\sigma_y-k_y\sigma_x),\qquad \alpha>0 .
\label{eq:H}
\end{equation}
Here $\sigma_x$ and $\sigma_y$ are Pauli matrices, and the spin operator is $\boldsymbol\sigma/2$. There is no magnetization in the model; what is computed is the spin density that the current produces, not the torque it would exert.

Write $k_x=k\cos\varphi$ and $k_y=k\sin\varphi$, and define the unit vector
\begin{equation}
\mathbf n(\varphi)=(-\sin\varphi,\ \cos\varphi),
\label{eq:n}
\end{equation}
which is perpendicular to $\mathbf k$. Then
\begin{equation}
H=\frac{k^2}{2m}+\alpha k\,\mathbf n\cdot\boldsymbol\sigma .
\label{eq:Hn}
\end{equation}
Since $(\mathbf n\cdot\boldsymbol\sigma)^2=1$, the eigenvalues of $\mathbf n\cdot\boldsymbol\sigma$ are $\lambda=+1$ and $\lambda=-1$. The energies are
\begin{equation}
\varepsilon_\lambda(k)=\frac{k^2}{2m}+\lambda\alpha k .
\label{eq:bands}
\end{equation}
For $\alpha>0$ the upper band has $\lambda=+1$ and the lower band has $\lambda=-1$.

In the state $\lambda$ the spin component along $\mathbf n$ is fixed by $\langle\mathbf n\cdot\boldsymbol\sigma\rangle=\lambda$. A perpendicular component vanishes. To see this, let $\mathbf p$ be a unit vector perpendicular to $\mathbf n$. The matrices $\mathbf p\cdot\boldsymbol\sigma$ and $\mathbf n\cdot\boldsymbol\sigma$ anticommute, so
\begin{equation}
\lambda\langle\mathbf p\cdot\boldsymbol\sigma\rangle
=\langle(\mathbf n\cdot\boldsymbol\sigma)(\mathbf p\cdot\boldsymbol\sigma)\rangle
=-\langle(\mathbf p\cdot\boldsymbol\sigma)(\mathbf n\cdot\boldsymbol\sigma)\rangle
=-\lambda\langle\mathbf p\cdot\boldsymbol\sigma\rangle ,
\end{equation}
and the expectation value must be zero. Therefore
\begin{equation}
\langle\boldsymbol\sigma\rangle_\lambda=\lambda\,\mathbf n(\varphi)
=\lambda(-\sin\varphi,\ \cos\varphi,\ 0).
\label{eq:texture}
\end{equation}
At a given wavevector the two bands have opposite spins. In equilibrium the occupation depends on $k$ alone, the average of $\mathbf n$ over $\varphi$ vanishes, and there is no net spin.

\subsection{Fermi radii and Fermi speed}

Let the chemical potential $\mu$ be measured from the energy at $k=0$, where the bands cross, and take $\mu>0$. The condition $\varepsilon_\lambda(k)=\mu$ is the quadratic equation
\begin{equation}
k^2+2\lambda m\alpha k-2m\mu=0 ,
\end{equation}
with roots $k=-\lambda m\alpha\pm\sqrt{m^2\alpha^2+2m\mu}$. Define
\begin{equation}
v=\sqrt{\alpha^2+\frac{2\mu}{m}} .
\label{eq:v}
\end{equation}
The roots are then $k=m(-\lambda\alpha\pm v)$. Because $\mu>0$ implies $v>\alpha$, each band has one positive root,
\begin{equation}
k_\lambda=m(v-\lambda\alpha).
\label{eq:radii}
\end{equation}
The sum and the difference of the radii are
\begin{equation}
k_++k_-=2mv,\qquad k_+-k_-=-2m\alpha .
\label{eq:sumdiff}
\end{equation}
The radial velocity on each circle is
\begin{equation}
\left.\frac{\partial\varepsilon_\lambda}{\partial k}\right|_{k_\lambda}
=\frac{k_\lambda}{m}+\lambda\alpha=(v-\lambda\alpha)+\lambda\alpha=v ,
\label{eq:speed}
\end{equation}
so $v$ is the Fermi speed of both bands. The velocity points along $\mathbf k$, since the energy depends on $k$ alone.

Let $k_F=\sqrt{2m\mu}$ be the Fermi wavenumber without splitting. Weak splitting means $\alpha k_F\ll\mu$. Since $\mu=k_F^2/(2m)$, the ratio is $\alpha k_F/\mu=2\alpha/(k_F/m)$, and the condition says that $\alpha$ is small compared with the Fermi speed.

\subsection{Boltzmann equation with a relaxation time}

Apply a uniform static field $E>0$ along $+x$. An electron of charge $-1$ feels the force $-E$, so $dk_x/dt=-E$. Let $f_\lambda(\mathbf k)$ be the occupation of band $\lambda$, let $f^0(\varepsilon)$ be the Fermi function, and let $\tau_\lambda$ be the relaxation time of the band. In a uniform steady state the change of occupation by the force balances the relaxation:
\begin{equation}
-E\,\frac{\partial f_\lambda}{\partial k_x}
=-\frac{f_\lambda-f^0(\varepsilon_\lambda)}{\tau_\lambda}.
\label{eq:BTE}
\end{equation}
Put $f_\lambda=f^0+\delta f_\lambda$. The deviation $\delta f_\lambda$ is itself of first order in $E$, so on the left it would contribute at second order and is dropped. The chain rule gives $\partial f^0/\partial k_x=v_x\,\partial f^0/\partial\varepsilon$, where $v_x=(\partial\varepsilon_\lambda/\partial k)\cos\varphi$. Hence
\begin{equation}
\delta f_\lambda=\tau_\lambda E\,v_x\,\frac{\partial f^0}{\partial\varepsilon}.
\label{eq:df}
\end{equation}
To first order this is the same as $f_\lambda(\mathbf k)=f^0(\varepsilon_\lambda(\mathbf k+E\tau_\lambda\hat{\mathbf x}))$. The occupied disc is displaced by $-E\tau_\lambda$ along $x$, in the direction of the force on the electrons.

Equation~\eqref{eq:BTE} keeps track of how many electrons occupy each band state and leaves out quantum coherence between the bands. This requires the bands to be resolved in spite of their finite lifetime: the splitting at $k_F$, which is $2\alpha k_F$, must be large compared with the level width $1/\tau$. The displacement must also be small compared with the Fermi radii, and the temperature low compared with $\mu$. Weak splitting is a separate assumption. It is not needed for Eq.~\eqref{eq:BTE}, and it is used below when relaxation times that differ between the bands are expanded in $\alpha$.

\subsection{The spin sum}

The spin density, in units of $\hbar$, is the sum of half the Pauli vector over the changed occupations:
\begin{equation}
\mathbf s=\sum_\lambda\int\frac{d^2k}{(2\pi)^2}\,\frac{\lambda}{2}\,\mathbf n(\varphi)\,\delta f_\lambda .
\label{eq:spinsum}
\end{equation}
The deviation \eqref{eq:df} is proportional to $\cos\varphi$. For the $x$ component the angular integral is $-\int_0^{2\pi}\sin\varphi\cos\varphi\,d\varphi=0$, so $s_x=0$. For the $y$ component it is $\int_0^{2\pi}\cos^2\varphi\,d\varphi=\pi$. With $d^2k=k\,dk\,d\varphi$,
\begin{equation}
s_y=\frac{E}{8\pi}\sum_\lambda\lambda\tau_\lambda
\int_0^\infty k\,\frac{\partial\varepsilon_\lambda}{\partial k}\,
\frac{\partial f^0}{\partial\varepsilon}\,dk ,
\label{eq:radial}
\end{equation}
where the prefactor is $\tfrac12\cdot\pi/(2\pi)^2=1/(8\pi)$. At low temperature $\partial f^0/\partial\varepsilon=-\delta(\varepsilon-\mu)$. Changing the variable from $k$ to energy absorbs the velocity, because $(\partial\varepsilon_\lambda/\partial k)\,dk=d\varepsilon$. The integral equals $-k_\lambda$, and
\begin{equation}
s_y=-\frac{E}{8\pi}\sum_\lambda\lambda k_\lambda\tau_\lambda
=-\frac{E}{8\pi}\,(k_+\tau_+-k_-\tau_-).
\label{eq:general}
\end{equation}
The speed has dropped out: a faster band shifts its occupation more in energy, but has fewer states per unit energy in the same proportion.

The signs can be read from the geometry. Electrons accumulate on the side $k_x<0$. There $\mathbf n$ points along $-y$, so the upper band gives negative $s_y$ and the lower band gives positive $s_y$. The lower band has the larger circle, and for equal times it wins.

\subsection{The common-time result}

Set $\tau_+=\tau_-=\tau$ in Eq.~\eqref{eq:general} and use the difference in Eq.~\eqref{eq:sumdiff}:
\begin{equation}
s_y=-\frac{E\tau}{8\pi}(-2m\alpha)=\frac{m\alpha\tau E}{4\pi}
\qquad\text{(common relaxation time)}.
\label{eq:common}
\end{equation}
With $\hbar$ and the elementary charge $e$ restored,
\begin{equation}
\frac{s_y}{\hbar}=\frac{1}{4\pi}\,\frac{m\alpha}{\hbar^2}\,\frac{eE\tau}{\hbar}.
\label{eq:commonSI}
\end{equation}
Here $\alpha$ is an energy times a length. Each of the last two factors is an inverse length, so the right side is a number per area, as it should be.

The chemical potential does not appear. Within this model, at fixed $\tau$ and for $\mu>0$, the law is linear in $\alpha$ without an expansion in $\alpha$. Temperature has little effect for a related reason. At each energy $\varepsilon>0$ the radii differ by the same amount $-2m\alpha$, so thermal averaging leaves the difference unchanged apart from the weight at $\varepsilon<0$, which is of order $e^{-\mu/T}$, with $T$ the thermal energy.

\subsection{Numbers for a model gas}

Take $m=0.5$ electron masses, $\alpha=0.20$~eV\,\AA, $\mu=0.50$~eV, a level width $\hbar/\tau=0.0050$~eV, a thermal energy of 0.010~eV and a force $eE=10^{-6}$~eV/\AA. These are round model parameters. The Fermi wavenumber without splitting is 0.25616~\AA$^{-1}$. The splitting is
\begin{equation}
2\alpha k_F=2\times0.20\times0.25616=0.1025\ \text{eV}.
\end{equation}
It is 20 times the level width, and $\alpha k_F/\mu=0.10$. The bands are therefore well resolved and the splitting is weak.

The Fermi radii are $k_+=0.24337$~\AA$^{-1}$ and $k_-=0.26962$~\AA$^{-1}$. The first factor in Eq.~\eqref{eq:commonSI} follows from $\mu=\hbar^2k_F^2/(2m)$, which gives $m/\hbar^2=k_F^2/(2\mu)$:
\begin{equation}
\frac{m\alpha}{\hbar^2}=\frac{\alpha k_F^2}{2\mu}
=\frac{0.20\times0.25616^2}{2\times0.50}=0.01312\ \text{\AA}^{-1}.
\end{equation}
The displacement is
\begin{equation}
\frac{eE\tau}{\hbar}=\frac{10^{-6}}{0.0050}=2.0\times10^{-4}\ \text{\AA}^{-1},
\end{equation}
which is below one thousandth of either radius. Equation~\eqref{eq:commonSI} gives
\begin{equation}
\frac{s_y}{\hbar}=\frac{0.01312\times2.0\times10^{-4}}{4\pi}
=2.09\times10^{-7}\ \text{\AA}^{-2},
\end{equation}
or 20.9 per square micrometre. A direct sum over a momentum grid, with numerically diagonalized Hamiltonians and displaced Fermi functions, gives the same value. When $\alpha$ is made four times larger, the grid sum grows by a factor 4.0000.

The separate bands show the cancellation. The grid gives $-1.9363\times10^{-6}$ for the upper band and $+2.1452\times10^{-6}$ for the lower, in $\hbar$\,\AA$^{-2}$. The magnitude of their sum is about a tenth of that of either band.

The zero-temperature expression $-\lambda E\tau k_\lambda/(8\pi)$ gives slightly larger magnitudes, $1.9367\times10^{-6}$ and $2.1456\times10^{-6}$. The difference is thermal. For weak splitting the speed varies with energy as $\sqrt{\varepsilon}$, and the Sommerfeld expansion lowers its thermal average by the fraction
\begin{equation}
\frac{\pi^2T^2}{6}\cdot\frac{1}{4\mu^2}
=\frac{\pi^2}{24}\left(\frac{0.010}{0.50}\right)^2\approx1.6\times10^{-4}.
\label{eq:thermal}
\end{equation}
Since $k_\lambda=m(v-\lambda\alpha)$, both radii fall by the same amount, and the change cancels in the sum.

For the spin per electron, the density is needed. A circle of radius $k_\lambda$ holds $\pi k_\lambda^2/(2\pi)^2$ electrons per area, so
\begin{equation}
n=\frac{k_+^2+k_-^2}{4\pi}=\frac{0.05923+0.07269}{4\pi}=0.01050\ \text{\AA}^{-2}.
\label{eq:density}
\end{equation}
The average spin is $2.0\times10^{-5}\,\hbar$ per electron.

\section{How scattering fixes the prefactor}

\subsection{Symbols and results carried over}

The gas has mass $m$, Rashba coefficient $\alpha>0$ and chemical potential $\mu>0$ above the band crossing. The bands $\lambda=\pm1$ have energies $k^2/(2m)+\lambda\alpha k$ and spin directions $\lambda\mathbf n$, with $\mathbf n=(-\sin\varphi,\cos\varphi)$. Their Fermi radii are $k_\lambda=m(v-\lambda\alpha)$, and both have Fermi speed $v$. The field $E$ along $+x$ pushes electrons towards $-x$. For relaxation times $\tau_\lambda$ the spin density is given by Eq.~\eqref{eq:general}, $s_y=-(E/8\pi)\sum_\lambda\lambda k_\lambda\tau_\lambda$; a common time gives $m\alpha\tau E/(4\pi)$.

\subsection{Relaxation times that differ between the bands}

For scalar disorder, which does not act on spin, the band energies depend on $\lambda$ through the product $\lambda\alpha$. The spin overlaps that enter the scattering rates depend on the product $\lambda\lambda'$ for initial and final bands. Reversing $\alpha$ and both band labels together changes neither. The relaxation time is then a function of $\lambda\alpha$, and for weak splitting a smooth dependence can be written to first order as
\begin{equation}
\tau_\lambda=\tau\left(1-\lambda\eta\,\frac{\alpha}{v}\right).
\label{eq:eta}
\end{equation}
The dimensionless number $\eta$ measures how strongly the relaxation responds to the splitting. It has to be found by solving the collision problem, as is done below for short-range impurities. Insert Eqs.~\eqref{eq:eta} and \eqref{eq:radii} in the sum of Eq.~\eqref{eq:general}, and use $\lambda^2=1$:
\begin{align}
\sum_\lambda\lambda k_\lambda\tau_\lambda
&=m\tau\sum_\lambda\lambda(v-\lambda\alpha)
\left(1-\lambda\eta\frac{\alpha}{v}\right)\nonumber\\
&=m\tau\sum_\lambda\left(\lambda v-\alpha-\eta\alpha
+\lambda\eta\frac{\alpha^2}{v}\right)\nonumber\\
&=-2m\alpha\tau(1+\eta).
\label{eq:etasum}
\end{align}
The terms odd in $\lambda$ cancel between the bands. The spin density becomes
\begin{equation}
s_y=(1+\eta)\,\frac{m\alpha\tau E}{4\pi}.
\label{eq:etaresult}
\end{equation}
The one comes from the difference in radii. The $\eta$ comes from the difference in times, which is small, of relative order $\alpha/v$, but multiplies the large radius $mv$. The product is of order $m\alpha$, the same as the difference in radii. Dropping the difference in times because the splitting is weak is therefore not justified.

To check the algebra, take $\eta=0.4$, a test value not tied to any mechanism. The grid sum gives 1.3999 times the common-time value, against 1.4 from Eq.~\eqref{eq:etaresult}. In that sum the two times are held constant in energy. The $\eta$ term then contains the thermal average of the speed, which Eq.~\eqref{eq:thermal} lowers by $1.6\times10^{-4}$. This changes the factor to $1+0.4\times(1-1.6\times10^{-4})=1.3999$.

A common relaxation time gives $s_y=m\alpha\tau E/(4\pi)$, and a first-order difference between the bands' times multiplies this by $1+\eta$. It remains to find $\eta$ by solving the collision problem, which is done next for scalar short-range impurities.
